Does ADC(1) give the same oscillator strengths as CIS?

**The argument under review**

The manuscript reports singlet excitation energies and oscillator strengths of CO, computed by configuration interaction with single excitations (CIS) and labelled ADC(1), the first-order algebraic diagrammatic construction. The relabelling is defended as follows.

(a) The ADC(1) secular matrix is the CIS matrix, so energies and eigenvectors agree.
(b) An oscillator strength is computed from an energy and an eigenvector, so the strengths agree as well.
(c) The computed strengths add up to 13.72, close to the 14 electrons of CO, which supports their quality.

Each point can be checked by working out what first-order consistency requires of the energies and of the transition moments.

**Setting**

I assume a closed-shell molecule with real canonical Hartree-Fock orbitals, and use atomic units. Indices i, j denote occupied and a, b virtual orbitals, with energies ε. The Hamiltonian is split as

H(λ) = H0 + λV, V = H − H0,

where H0 is the Fock operator and λ = 1 is the physical case. ADC(1) here means the polarization-propagator scheme in which both the secular matrix and the transition moments are kept through first order in λ.

Let |0⟩ be the Hartree-Fock determinant, E_ai the spin-summed operator moving an electron from i to a, and

C_I = E_ai/√2, |I⟩ = C_I|0⟩, I = (ia),

the normalized singlet single excitation. D is one Cartesian component of the summed electron positions, with orbital integrals r_ia; the sign of the electron charge is dropped, since strengths contain squares.

The ground state is |Ψ⟩ = |0⟩ + λ|1⟩ + O(λ²). Single excitations are absent from |1⟩ by Brillouin's theorem, and V contains at most two-electron operators, so |1⟩ consists of double excitations.

**Point (a) is correct**

ADC expands the excited states in intermediate states. One applies C_I to the correlated |Ψ⟩, removes the component along |Ψ⟩, and orthonormalizes symmetrically.

The component to be removed is ⟨Ψ|C_I|Ψ⟩. Its zeroth-order part ⟨0|C_I|0⟩ vanishes. Its first-order parts pair the determinant with triples, or doubles with a single, and vanish too. The overlaps between the resulting states change at first order only through ⟨I|C_J|1⟩ and its mirror image, which pair a single with triples and are zero. Hence

|Ĩ⟩ = |I⟩ + λC_I|1⟩ + O(λ²).

In the secular matrix ⟨Ĩ|H − E|J̃⟩, with E the ground-state energy, the added triples could contribute at first order only through H0. But H0 is diagonal in excitation level. At λ = 1 the first-order result is therefore

A_IJ = ⟨I|H − E_HF|J⟩,

which is the definition of the CIS matrix. For its elements, take single excitations of spin σ and σ′. The Slater-Condon rules give the orbital gap on the diagonal plus (ia|jb) − δ_σσ′ (ij|ab). The singlet combination carries a factor 1/√2 on each side, so the four spin pairs give ½[4(ia|jb) − 2(ij|ab)]. With Δ_I = ε_a − ε_i,

A_IJ = Δ_I δ_IJ + 2(ia|jb) − (ij|ab).

Energies ω_n and eigenvectors X_n thus coincide in the two methods.

**Point (b) fails at the ground state**

A transition moment has two ends. The eigenvector describes the upper one; the lower one is the ground state, which CIS takes to be |0⟩. First-order consistency requires

F_I = ⟨Ĩ|D|Ψ⟩ = ⟨I|D|0⟩ + λ⟨I|D|1⟩ + λ⟨1|C_I† D|0⟩ + O(λ²).

The first term is the CIS moment. Since ⟨I|E_ai|0⟩ = √2, it equals d_I = √2 r_ia.

The third term vanishes: C_I|1⟩ contains triples, while D|0⟩ contains only |0⟩ and singles.

The second term survives, because a one-electron operator can lower a double excitation to a single one. Take the single excitation i→a with spin σ. D reaches it from the doubles that contain, in addition, an excitation j→b of some spin σ′, and the matrix element is r_jb. By first-order perturbation theory the coefficient of that double in |1⟩ is

[(ia|jb) − δ_σσ′ (ib|ja)]/(ε_i + ε_j − ε_a − ε_b) = t_ij^ab − δ_σσ′ t_ij^ba,

with t_ij^ab = (ia|jb)/(ε_i + ε_j − ε_a − ε_b). For σ′ = σ with j = i or b = a no such double exists, but the coefficient is then zero, so the sums can run freely. Summing over σ′ gives

Σ_jb (2t_ij^ab − t_ij^ba) r_jb

for either σ. The singlet combination multiplies this by 2/√2 = √2, which turns r_jb into d_jb. At λ = 1,

F_ia = d_ia + Σ_jb (2t_ij^ab − t_ij^ba) d_jb.

With B_IJ = 2(ia|jb) − (ib|ja), the same result reads

F_I = d_I − Σ_J B_IJ d_J/(Δ_I + Δ_J).

The strengths of a level n, summed over the Cartesian components c, are

f_n(CIS) = (2/3) ω_n Σ_c (X_n·d_c)²
f_n(ADC(1)) = (2/3) ω_n Σ_c (X_n·F_c)².

A program that stops at d and calls the result ADC(1) does return CIS strengths, but they are not consistent through first order.

**Could the omitted double configurations cancel the difference?**

ADC(1) has no double excitations among its intermediate states, so the authors might suspect that the new term is half of a compensating pair. It is not. The moment of a double configuration starts at first order, because D|0⟩ contains no doubles. Its coupling to the singles also starts at first order. Doubles therefore enter the polarizability through products that are at least of second order. The same holds for the strength of a level that is well separated from the doubles at λ = 0.

The numerical check tests this against full configuration interaction for six electrons in six orbitals of CO, in a minimal basis. The derivatives with respect to λ, at λ = 0, are:

- strength of the lowest level: full CI −0.2842, ADC(1) −0.2842, CIS −0.2420;
- mean polarizability volume in Å³: full CI −0.2820, ADC(1) −0.2820, CIS +0.0101.

For the polarizability in this window, the CIS slope is small compared with the full-CI one and has the wrong sign. The smallness belongs to the minimal basis. With all orbitals in aug-cc-pVDZ the slope consistent through first order is −0.072 Å³ and the CIS slope is +0.314 Å³, again of the wrong sign but larger in magnitude.

**What does remain equal**

Between two intermediate states, in ⟨Ĩ|D|J̃⟩, the first-order terms are ⟨I|D C_J|1⟩ and its mirror image. They connect a single with triples, which a one-electron operator cannot do. Transition moments between excited states, and excited-state dipole moments, are therefore the same in ADC(1) and CIS. This does not make them complete through first order: double configurations mix into an excited state at first order, and D connects singles with doubles already at zeroth order, so both methods lack a first-order term in these quantities.

Forbidden transitions also stay forbidden. D does not act on spin, so triplets remain dark. The correction |1⟩ has the spatial symmetry of |0⟩, so it cannot open a transition that symmetry closes.

**The size of the effect in CO**

I use a chosen bond length of 1.13 Å, the aug-cc-pVDZ basis and all 273 single excitations. In a linear molecule a bright level is polarized either along the axis or, as a twofold level, in the plane perpendicular to it, where rotation about the axis makes both directions equivalent. Rotation alone would still allow a first-order part turned by 90° from the zeroth-order one, but reflection in a plane containing the axis excludes it. The first-order part of the moment is then a multiple q of the zeroth-order part, so that f(ADC(1)) = (1 + q)² f(CIS). The four lowest bright levels are:

- 9.052 eV, twofold: CIS 0.2272, ADC(1) 0.1788, q = −0.1130
- 12.349 eV: CIS 0.1166, ADC(1) 0.1135, q = −0.0130
- 12.802 eV: CIS 0.1168, ADC(1) 0.1169, q = 0.0008
- 12.955 eV, twofold: CIS 0.1167, ADC(1) 0.1176, q = 0.0039

For the first level, the energy is 9.052/27.21139 = 0.3327 hartree. The zeroth-order moment per component is 0.3787 e·Å, or 0.3787/0.529177 = 0.7156 atomic units. With two components,

f(CIS) = (2/3) × 0.3327 × 2 × 0.7156² = 0.227.

The first-order part is −0.0428 e·Å. The sum, 0.3359 e·Å, is 0.6348 atomic units, and

f(ADC(1)) = (2/3) × 0.3327 × 2 × 0.6348² = 0.179.

The strength falls by 21% relative to CIS at an unchanged energy. The random-phase approximation (RPA) with the same orbitals puts this level at 8.769 eV with strength 0.1688. That is a comparison between low-order methods, not a measure of accuracy.

The other three levels change by less than 3%, and q takes both signs. These numbers belong to the basis. In aug-cc-pVTZ the first level moves little (9.041 eV, CIS 0.2257, ADC(1) 0.1770, RPA 8.756 eV and 0.1682), but the upper three are not converged. They shift down by 0.08 to 0.14 eV with strengths near 0.10. One more diffuse shell added to aug-cc-pVDZ lowers them by 0.24 to 0.45 eV, cuts the CIS strengths to 0.055, 0.091 and 0.071, and turns the q of the third level negative (−0.0026). In both bases their changes stay below 3%, with q of both signs. No common scale factor converts one set of strengths into the other, and near agreement for one level says nothing about the next.

The correction is a perturbative one. Where Δ_I + Δ_J is small compared with B_IJ, the amplitudes are large and neither the first-order ground state nor F can be trusted.

**Point (c): the sum close to 14**

Because the X_n diagonalize A, the CIS strengths add up to (2/3) Σ_c dAd, where dAd stands for Σ_IJ d_I A_IJ d_J. The value required by the strength sum rule, taken over the Hartree-Fock state, comes from the double commutator

½⟨0|[D,[H,D]]|0⟩ = ⟨0|DHD|0⟩ − ⟨0|HD²|0⟩.

Write D|0⟩ = c₀|0⟩ + |s⟩ with |s⟩ = Σ_I d_I|I⟩. By Brillouin's theorem the first term is c₀²E_HF + ⟨s|H|s⟩. In the second, D²|0⟩ = c₀²|0⟩ + c₀|s⟩ + D|s⟩. The component of D|s⟩ along |0⟩ is ⟨s|s⟩, its singles do not couple to |0⟩, and its doubles are Σ_IJ r_I r_J E_ai E_bj|0⟩. Summing over spins,

⟨0|H E_ai E_bj|0⟩ = 4(ia|jb) − 2(ib|ja) = 2B_IJ,

and 2r_I r_J = d_I d_J, so the doubles contribute dBd. The difference is

⟨s|H − E_HF|s⟩ − dBd = d(A − B)d.

CIS lacks the term −dBd. ADC(1) supplies it at first order through the cross term between d and the moment correction F⁽¹⁾ = F − d:

2 Σ_I d_I Δ_I F⁽¹⁾_I = −2 Σ_IJ d_I d_J B_IJ Δ_I/(Δ_I + Δ_J) = −dBd.

The last step averages the expression with its copy in which I and J are exchanged, which replaces 2Δ_I by Δ_I + Δ_J.

In a complete basis the potentials in H commute with D, the kinetic energy contributes ½ per electron and component, and the factor (2/3) × 3 makes the total equal to the number of electrons, 14. In the present basis the double commutator gives 10.480. The shortfall of 3.520 is thus due to basis incompleteness. All these sums depend strongly on the basis. In aug-cc-pVTZ the double commutator gives 12.03 and CIS 15.47. With aug-cc-pVDZ uncontracted and extended by tight p and d functions they become 14.16 and 17.73, while the dBd term changes only from 3.24 to 3.57. The computed sums are 13.723 for CIS, 10.832 for ADC(1) and 10.480 for RPA. The excess of ADC(1) over 10.480 is its remainder beyond first order.

The CIS sum lies near 14 because the missing −dBd, worth 13.72 − 10.48 = 3.24, nearly offsets the basis shortfall. These are unrelated errors, and their near cancellation is no evidence for the individual strengths.

**Requested changes**

The excitation energies may keep the label ADC(1). The oscillator strengths should either be labelled CIS or be recomputed with F in place of d, which requires no new diagonalization. The sum of 13.72 should be withdrawn as support for either set.

Values computed for the example and the checks

```
hartree energy: 27.21139 eV
bohr radius: 0.529177 angstrom
--- test window: CO, STO-3G, 6 electrons in 6 orbitals ---
lowest orbital gap: 20.653 eV
remainder ratio when lam is halved (0.02 to 0.01):
  secular matrix minus CIS matrix: 4.002
  moments minus ADC(1) moments: 3.956
  excited-state dipoles minus CIS ones: 3.978
  moments minus CIS moments: 1.996
slope in lam at 0, lowest-level oscillator strength (no unit):
  full CI -0.28421, ADC(1) -0.28421, CIS -0.24196
slope in lam at 0, mean polarizability volume (angstrom^3):
  full CI -0.28195, ADC(1) -0.28195, CIS 0.01008
--- example: CO, aug-cc-pVDZ, all orbitals ---
bond length: 1.13 angstrom
electrons: 14, orbitals: 46, single excitations: 273
bright levels: energy (eV), degeneracy, f CIS, f ADC(1), q
  9.052  2  0.2272  0.1788  -0.1130
  12.349  1  0.1166  0.1135  -0.0130
  12.802  1  0.1168  0.1169  0.0008
  12.955  2  0.1167  0.1176  0.0039
lowest bright level, moment per component (e angstrom):
  zeroth order 0.3787, first order -0.0428, sum 0.3359
  strength ratio ADC(1)/CIS: 0.7868
  RPA energy 8.769 eV, RPA f 0.1688
dark levels among the lowest 14: energy (eV), degeneracy
  9.691  1
  10.108  2
  15.356  2
  15.438  1
largest ADC(1) f of a dark level: 4.6e-27
sum of oscillator strengths over all levels (no unit):
  CIS 13.723, ADC(1) 10.832, RPA 10.480
  ADC(1) cut at first order: 10.480
```
